# Step counts of damped orbital dynamics and steepest descent: verification in Python

```python
"""Damped second-order orbital dynamics versus steepest descent.

Result under test: let the orbital Hessian have extreme eigenvalues k_min, k_max
and kappa = k_max/k_min. Verlet dynamics
    mass * psi'' = -(H psi - psi Lambda) - mass * friction * psi'
has the best worst-case error factor per step
    rho = (sqrt(kappa)-1)/(sqrt(kappa)+1),
reached at dt^2/mass = 4/(k_max+k_min), friction*dt/2 = 2 sqrt(kappa)/(kappa+1).
Steepest descent has the best factor (kappa-1)/(kappa+1).
Hence the step counts scale as sqrt(kappa) and kappa.

Model: four electrons, two doubly filled real orbitals in a hard-walled box,
energy = kinetic + (coupling/2) * integral of density^2. Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, differential_evolution, minimize_scalar

LENGTH = 10.0        # bohr
COUPLING = 0.5       # hartree bohr
MASS = 400.0         # fictitious orbital mass, atomic units
N_OCC = 2
REDUCTION = 1e-4     # required reduction of the orbital error
DISPLACEMENT = 1e-5  # norm of the initial orbital error


def polar_orthonormal(orbitals):
    u, _, vt = np.linalg.svd(orbitals, full_matrices=False)
    return u @ vt


class BoxModel:
    def __init__(self, size):
        self.size = size
        n_grid = 2 * size
        n = np.arange(1, size + 1)
        x = LENGTH * np.arange(1, n_grid + 1) / (n_grid + 1)
        self.weight = LENGTH / (n_grid + 1)
        self.sines = np.sqrt(2 / LENGTH) * np.sin(np.outer(x, n) * np.pi / LENGTH)
        self.kinetic = 0.5 * (n * np.pi / LENGTH) ** 2
        self.solve_ground_state()
        self.build_hessian()

    def density(self, orbitals):
        return 2 * np.sum((self.sines @ orbitals) ** 2, axis=1)

    def energy(self, orbitals):
        kinetic = 2 * np.sum(self.kinetic[:, None] * orbitals ** 2)
        return kinetic + 0.5 * COUPLING * self.weight * np.sum(self.density(orbitals) ** 2)

    def solve_ground_state(self):
        density = np.zeros(2 * self.size)
        for _ in range(80):
            potential = COUPLING * density
            h = np.diag(self.kinetic)
            h = h + self.weight * self.sines.T @ (potential[:, None] * self.sines)
            self.levels, vectors = np.linalg.eigh(h)
            new_density = self.density(vectors[:, :N_OCC])
            change = np.max(np.abs(new_density - density))
            density = 0.5 * density + 0.5 * new_density
        assert change < 1e-11
        self.occupied = vectors[:, :N_OCC]
        self.virtual = vectors[:, N_OCC:]

    def build_hessian(self):
        occ = self.sines @ self.occupied
        vir = self.sines @ self.virtual
        pairs = (vir[:, :, None] * occ[:, None, :]).reshape(len(occ), -1)
        gaps = (self.levels[N_OCC:, None] - self.levels[None, :N_OCC]).ravel()
        hessian = np.diag(gaps) + 4 * COUPLING * self.weight * pairs.T @ pairs
        self.stiffness, self.modes = np.linalg.eigh(hessian)
        assert self.stiffness[0] > 0

    def displaced(self, coefficients, amplitude):
        c = coefficients.reshape(self.size - N_OCC, N_OCC)
        c = c / np.linalg.norm(c)
        return polar_orthonormal(self.occupied + amplitude * self.virtual @ c)

    def gradient(self, orbitals):
        on_grid = self.sines @ orbitals
        potential = COUPLING * 2 * np.sum(on_grid ** 2, axis=1)
        h_orb = self.kinetic[:, None] * orbitals
        h_orb = h_orb + self.weight * self.sines.T @ (potential[:, None] * on_grid)
        return h_orb - orbitals @ (orbitals.T @ h_orb)

    def error(self, orbitals):
        return np.linalg.norm(self.virtual.T @ orbitals)


def constrain(current, trial):
    """Add current @ X with symmetric X so that the new orbitals are orthonormal."""
    one = np.eye(N_OCC)
    defect = one - trial.T @ trial
    mixed = one - current.T @ trial
    x = 0.5 * defect
    for _ in range(3):
        x = 0.5 * (defect + x @ mixed + mixed.T @ x - x @ x)
    return trial + current @ x


def damped_run(model, start, dt, friction, steps):
    half = 0.5 * friction * dt
    d = dt * dt / MASS
    previous = start
    current = constrain(start, start - 0.5 * d * model.gradient(start))
    errors = [model.error(start), model.error(current)]
    for _ in range(steps - 1):
        trial = 2 * current - (1 - half) * previous - d * model.gradient(current)
        previous, current = current, constrain(current, trial / (1 + half))
        errors.append(model.error(current))
    return np.array(errors) / errors[0]


def descent_run(model, start, step, steps):
    current = start
    errors = [model.error(start)]
    for _ in range(steps):
        current = constrain(current, current - step * model.gradient(current))
        errors.append(model.error(current))
    return np.array(errors) / errors[0]


def steps_needed(errors):
    """First step after which the error stays below the required reduction."""
    count = int(np.flatnonzero(errors > REDUCTION)[-1]) + 1
    assert count < len(errors)
    return count


def worst_factor(half, d, stiffness):
    """Largest root modulus of the Verlet recursion over all modes."""
    b = 2 - d * stiffness
    root = np.sqrt((b * b - 4 * (1 - half * half)).astype(complex))
    largest = max(np.abs(b + root).max(), np.abs(b - root).max())
    return largest / (2 * (1 + half))


s_value = brentq(lambda s: (1 + s) * np.exp(-s) - REDUCTION, 1.0, 50.0)
fs_per_au = physical_constants["atomic unit of time"][0] * 1e15
print(f"box length = {LENGTH:.1f} bohr, coupling = {COUPLING:.1f} hartree bohr")
print(f"orbital mass = {MASS:.0f} a.u., error reduction = {REDUCTION:.0e}")
print(f"initial orbital error norm = {DISPLACEMENT:.0e}")
print(f"ln(1/reduction) = {-np.log(REDUCTION):.4f}, s = {s_value:.4f}")

sizes = [12, 24, 48, 96]
models = {}
settings = {}
kappas, damped_counts, descent_counts = [], [], []
for size in sizes:
    model = BoxModel(size)
    models[size] = model
    k_min, k_max = model.stiffness[0], model.stiffness[-1]
    kappa = k_max / k_min
    rho = (np.sqrt(kappa) - 1) / (np.sqrt(kappa) + 1)
    q = (kappa - 1) / (kappa + 1)
    half = 2 * np.sqrt(kappa) / (kappa + 1)
    dt = 2 * np.sqrt(MASS / (k_max + k_min))
    friction = 2 * half / dt
    omega_min = np.sqrt(k_min / MASS)
    settings[size] = (dt, friction, half, rho, q)

    # Equal displacement along the softest and the stiffest mode.
    start = model.displaced(model.modes[:, 0] + model.modes[:, -1], DISPLACEMENT)
    n = np.arange(int(8 * kappa) + 100)
    damped_bound = rho ** n * (1 + n * half)
    descent_bound = q ** n
    damped_formula = int(np.argmax(damped_bound <= REDUCTION))
    descent_formula = int(np.argmax(descent_bound <= REDUCTION))

    damped = damped_run(model, start, dt, friction, int(1.1 * damped_formula) + 10)
    descent = descent_run(model, start, 2 / (k_max + k_min),
                          int(1.05 * descent_formula) + 10)
    n_damped, n_descent = steps_needed(damped), steps_needed(descent)

    # Full nonlinear trajectories follow the linearized error laws.
    m = n_damped + 1
    assert np.max(np.abs(damped[:m] / damped_bound[:m] - 1)) < 0.01
    m = n_descent + 1
    assert np.max(np.abs(descent[:m] / descent_bound[:m] - 1)) < 0.01
    assert abs(n_damped - damped_formula) <= max(1, 0.005 * damped_formula)
    assert abs(n_descent - descent_formula) <= max(1, 0.005 * descent_formula)

    kappas.append(kappa)
    damped_counts.append(n_damped)
    descent_counts.append(n_descent)
    print(f"M={size}: k_min={k_min:.5f} Ha, k_max={k_max:.4f} Ha, kappa={kappa:.3f}")
    print(f"M={size}: dt={dt:.4f} a.u., friction={friction:.6f} 1/a.u.,"
          f" 2*omega_min={2 * omega_min:.6f} 1/a.u.")
    print(f"M={size}: friction*dt/2={half:.5f}, rho={rho:.6f}, q={q:.6f}")
    print(f"M={size}: damped steps={n_damped}, formula={damped_formula},"
          f" large-kappa={0.5 * np.sqrt(kappa) * s_value:.1f}")
    print(f"M={size}: descent steps={n_descent}, formula={descent_formula},"
          f" large-kappa={-0.5 * kappa * np.log(REDUCTION):.1f}")

# Scaling exponents from the counted steps of the actual trajectories.
log_kappa = np.log(kappas)
damped_exponent = np.polyfit(log_kappa, np.log(damped_counts), 1)[0]
descent_exponent = np.polyfit(log_kappa, np.log(descent_counts), 1)[0]
assert abs(damped_exponent - 0.5) < 0.03
assert abs(descent_exponent - 1.0) < 0.03
print(f"exponent of steps in kappa: damped={damped_exponent:.4f},"
      f" descent={descent_exponent:.4f}")
print(f"M=96: descent/damped step ratio = {descent_counts[-1] / damped_counts[-1]:.2f}")
print(f"M=96: dt = {settings[96][0] * fs_per_au:.5f} fs")
levels = models[96].levels
print(f"M=96: levels 1,2,3 = {levels[0]:.5f}, {levels[1]:.5f}, {levels[2]:.5f} Ha")

# Hessian eigenvalues against second differences of the total energy.
model = models[24]
t = 1e-3
for label, index in (("softest", 0), ("stiffest", -1)):
    mode = model.modes[:, index]
    second = model.energy(model.displaced(mode, t)) + model.energy(model.displaced(mode, -t))
    second -= 2 * model.energy(model.occupied)
    numerical = second / (4 * t * t)
    assert abs(numerical / model.stiffness[index] - 1) < 1e-4
    print(f"M=24: {label} mode from energy differences = {numerical:.5f} Ha")

# Global search for the best friction and time step, using the whole spectrum.
dt, friction, half, rho, q = settings[24]
k = model.stiffness
search = differential_evolution(
    lambda p: worst_factor(p[0], p[1] / k[-1], k), [(0.01, 1.5), (0.01, 4.0)],
    seed=1, popsize=20, maxiter=300, tol=1e-10, polish=False)
assert abs(worst_factor(half, dt * dt / MASS, k) - rho) < 1e-6
assert rho - 1e-6 < search.fun < rho + 1e-3
assert abs(search.x[0] / half - 1) < 0.01
assert abs(search.x[1] / (k[-1] * dt * dt / MASS) - 1) < 0.01
print(f"M=24: search gives friction*dt/2={search.x[0]:.5f}, factor={search.fun:.6f}")

# Best fixed step of steepest descent.
best = minimize_scalar(lambda step: np.max(np.abs(1 - step * k)),
                       bounds=(0, 3 / k[-1]), method="bounded",
                       options={"xatol": 1e-10})
assert abs(best.fun - q) < 1e-6
assert abs(best.x * (k[0] + k[-1]) / 2 - 1) < 1e-5
print(f"M=24: best descent step = {best.x:.6f} 1/Ha, factor={best.fun:.6f}")

# The Verlet stability limit is dt = 2/omega_max, also with friction.
for trial_half in (0.05, half, 0.9):
    assert worst_factor(trial_half, 3.99 / k[-1], k) < 1
    assert worst_factor(trial_half, 4.01 / k[-1], k) > 1

# A random start stays below the worst-case bound.
rng = np.random.default_rng(7)
start = model.displaced(rng.normal(size=len(k)), DISPLACEMENT)
random_errors = damped_run(model, start, dt, friction, damped_counts[1])
n = np.arange(len(random_errors))
bound_ratio = np.max(random_errors / (rho ** n * (1 + n * half)))
assert bound_ratio < 1 + 1e-3
print(f"M=24: random start, largest error/bound = {bound_ratio:.4f}")

# friction*dt = 2 turns the dynamics into optimal steepest descent.
start = model.displaced(model.modes[:, 0] + model.modes[:, -1], DISPLACEMENT)
overdamped = damped_run(model, start, dt, 2 / dt, 100)
descent = descent_run(model, start, 2 / (k[0] + k[-1]), 100)
assert np.max(np.abs(overdamped / descent - 1)) < 1e-5

# Cost of mistuned friction at the same time step.
model = models[48]
dt, friction = settings[48][:2]
start = model.displaced(model.modes[:, 0] + model.modes[:, -1], DISPLACEMENT)
for scale in (0.25, 4.0):
    count = steps_needed(damped_run(model, start, dt, scale * friction, 2000))
    assert count > 2 * damped_counts[2]
    print(f"M=48: friction x {scale:.2f} gives {count} steps")

print("all assertions hold")
```

Running it gives:

```
box length = 10.0 bohr, coupling = 0.5 hartree bohr
orbital mass = 400 a.u., error reduction = 1e-04
initial orbital error norm = 1e-05
ln(1/reduction) = 9.2103, s = 11.7564
M=12: k_min=0.39557 Ha, k_max=7.2341 Ha, kappa=18.288
M=12: dt=14.4812 a.u., friction=0.061242 1/a.u., 2*omega_min=0.062894 1/a.u.
M=12: friction*dt/2=0.44343, rho=0.620956, q=0.896308
M=12: damped steps=25, formula=25, large-kappa=25.1
M=12: descent steps=85, formula=85, large-kappa=84.2
M=24: k_min=0.39557 Ha, k_max=28.5428 Ha, kappa=72.157
M=24: dt=7.4357 a.u., friction=0.062463 1/a.u., 2*omega_min=0.062894 1/a.u.
M=24: friction*dt/2=0.23223, rho=0.789352, q=0.972661
M=24: damped steps=50, formula=50, large-kappa=49.9
M=24: descent steps=333, formula=333, large-kappa=332.3
M=48: k_min=0.39557 Ha, k_max=113.8113 Ha, kappa=287.717
M=48: dt=3.7429 a.u., friction=0.062785 1/a.u., 2*omega_min=0.062894 1/a.u.
M=48: friction*dt/2=0.11750, rho=0.888655, q=0.993073
M=48: damped steps=100, formula=100, large-kappa=99.7
M=48: descent steps=1325, formula=1325, large-kappa=1325.0
M=96: k_min=0.39557 Ha, k_max=454.9024 Ha, kappa=1150.000
M=96: dt=1.8746 a.u., friction=0.062867 1/a.u., 2*omega_min=0.062894 1/a.u.
M=96: friction*dt/2=0.05893, rho=0.942713, q=0.998262
M=96: damped steps=200, formula=200, large-kappa=199.3
M=96: descent steps=5296, formula=5296, large-kappa=5295.9
exponent of steps in kappa: damped=0.5020, descent=0.9978
M=96: descent/damped step ratio = 26.48
M=96: dt = 0.04534 fs
M=96: levels 1,2,3 = 0.29140, 0.43793, 0.64979 Ha
M=24: softest mode from energy differences = 0.39557 Ha
M=24: stiffest mode from energy differences = 28.54281 Ha
M=24: search gives friction*dt/2=0.23223, factor=0.789352
M=24: best descent step = 0.069112 1/Ha, factor=0.972661
M=24: random start, largest error/bound = 1.0000
M=48: friction x 0.25 gives 310 steps
M=48: friction x 4.00 gives 616 steps
all assertions hold
```
